# Direct RPA correlation energy under a shift of the virtual orbital energies

**Setting.** A closed-shell molecule is described by real orbitals in a finite basis, with occupied orbitals $i,j$, virtual orbitals $a,b$ and orbital energies $\varepsilon$. Hartree atomic units are used. A pair index $p=(i,a)$ labels an excitation, and

$$D_p=\varepsilon_a-\varepsilon_i>0,\qquad K_{pq}=2(ia|jb),\qquad A=D+K,\qquad B=K .$$

Here $D$ is a diagonal matrix and $(ia|jb)$ is the Coulomb repulsion between the densities $\phi_i\phi_a$ and $\phi_j\phi_b$. Direct RPA keeps this coupling and omits exchange integrals.

The factor 2 comes from spin. Up-spin and down-spin pairs couple to each other and among themselves through the same integral $(ia|jb)$. Their normalized sum therefore has coupling $2(ia|jb)$ and their difference has none. The uncoupled combinations contribute no correlation energy and are dropped.

For any real vector $v$, $v^TKv$ is twice the Coulomb integral of the density $\sum_p v_p\phi_i\phi_a$ with itself. This is not negative, because the Fourier transform $4\pi/k^2$ of the Coulomb interaction is positive. Thus $K$ is positive semidefinite.

The RPA equations, with one excitation per column of $X$ and $Y$ and the excitation energies in the diagonal matrix $\Omega$, are

$$AX+BY=X\Omega,\qquad BX+AY=-Y\Omega,\qquad X^TX-Y^TY=1 .$$

The question is how the correlation energy $E_c$ responds when every virtual orbital energy is raised by $s$. The orbitals, their occupations and $K$ stay fixed, so $D\to D+s$.

## (a) Solve the RPA equations

**Show that all $\Omega_n$ can be taken real and positive, and find the completeness relation of the amplitudes.**

Adding and subtracting the two equations, with $A+B=D+2K$ and $A-B=D$, gives

$$(D+2K)(X+Y)=(X-Y)\Omega,\qquad D(X-Y)=(X+Y)\Omega .$$

Write $X-Y=D^{-1/2}Z\Omega^{1/2}$. The second equation then gives $X+Y=D^{1/2}Z\Omega^{-1/2}$. Insert both into the first and multiply by $D^{1/2}$ from the left and $\Omega^{1/2}$ from the right:

$$MZ=Z\Omega^2,\qquad M=D^{1/2}(D+2K)D^{1/2}.$$

$M$ is symmetric. It is also positive definite, since $v^TMv=u^T(D+2K)u>0$ with $u=D^{1/2}v\neq0$. Its eigenvalues $\Omega_n^2$ are therefore positive, we take the positive roots, and $Z$ can be chosen orthogonal.

The normalization holds, because

$$(X+Y)^T(X-Y)=\Omega^{-1/2}Z^TZ\,\Omega^{1/2}=1 .$$

The left side is $X^TX-Y^TY$ plus the antisymmetric matrix $Y^TX-X^TY$, so the symmetric part is the required condition. In the opposite order,

$$(X+Y)(X-Y)^T=D^{1/2}ZZ^TD^{-1/2}=1,$$

and its symmetric part is the completeness relation

$$XX^T-YY^T=1. \tag{1}$$

Two products are needed below:

$$G_+=(X+Y)(X+Y)^T=D^{1/2}M^{-1/2}D^{1/2},$$

$$G_-=(X-Y)(X-Y)^T=D^{-1/2}M^{1/2}D^{-1/2}.$$

The cross terms cancel in their sum, so $G_++G_-=2(XX^T+YY^T)$.

## (b) Obtain the correlation energy as a trace

**The direct RPA correlation energy is defined by switching on the coupling, $K\to\lambda K$ in the amplitudes:**

$$E_c=\tfrac12\int_0^1 d\lambda\;\mathrm{Tr}\left[K\,(G_+(\lambda)-1)\right].$$

**Carry out the integral.**

The subtracted 1 is the uncoupled value: at $\lambda=0$, $M=D^2$ and $G_+=1$.

We need the derivative of the trace of a matrix square root. Let $S=M^{1/2}$, so that $S^2=M$ and $S\,dS+dS\,S=dM$. In the eigenbasis of $S$ this equation reads $(S_m+S_n)\,dS_{mn}=dM_{mn}$. Since $S_m+S_n>0$, it has a unique solution, and $S$ is differentiable even when eigenvalues coincide. Multiplying by $S^{-1}$ from the left and taking the trace gives $2\,\mathrm{Tr}\,dS$ on the left side, by cyclic permutation. Hence

$$d\,\mathrm{Tr}\,M^{1/2}=\tfrac12\mathrm{Tr}\left(M^{-1/2}dM\right). \tag{2}$$

No derivative of an eigenvector is involved.

At coupling $\lambda$, $M=D^2+2\lambda D^{1/2}KD^{1/2}$, and $\mathrm{Tr}\,\Omega=\mathrm{Tr}\,M^{1/2}$. Rule (2) gives

$$\frac{d\,\mathrm{Tr}\,\Omega}{d\lambda}=\mathrm{Tr}\left(M^{-1/2}D^{1/2}KD^{1/2}\right)=\mathrm{Tr}\left(KG_+\right).$$

The integral of the first term in $E_c$ is therefore $\frac12(\mathrm{Tr}\,\Omega-\mathrm{Tr}\,D)$, since $\Omega=D$ at $\lambda=0$. The second term gives $-\frac12\mathrm{Tr}\,K$. Together,

$$E_c=\tfrac12\mathrm{Tr}(\Omega-A). \tag{3}$$

## (c) Differentiate with respect to the orbital energies

**Find $\partial E_c/\partial D_p$ at fixed $K$, and from it the response to one virtual energy and to a uniform shift.**

It is convenient to use $N=D(D+2K)=D^{1/2}MD^{-1/2}$. It is similar to $M$, with roots $N^{\pm1/2}=D^{1/2}M^{\pm1/2}D^{-1/2}$, so $\mathrm{Tr}\,\Omega=\mathrm{Tr}\,N^{1/2}$. The algebra behind (2) did not need a symmetric matrix, and $N^{1/2}$ is differentiable because its factors are. Thus

$$d\,\mathrm{Tr}\,\Omega=\tfrac12\mathrm{Tr}\left(N^{-1/2}dN\right),\qquad dN=dD\,(D+2K)+D\,dD .$$

For the first term, $D+2K=D^{-1}N$, and cyclic permutation gives

$$\mathrm{Tr}\left(N^{-1/2}dD\,D^{-1}N\right)=\mathrm{Tr}\left(dD\,D^{-1}N^{1/2}\right)=\mathrm{Tr}\left(dD\,G_-\right).$$

For the second, the diagonal matrices $D$ and $dD$ commute, and

$$\mathrm{Tr}\left(N^{-1/2}D\,dD\right)=\mathrm{Tr}\left(dD\,D^{1/2}M^{-1/2}D^{1/2}\right)=\mathrm{Tr}\left(dD\,G_+\right).$$

Adding them and using the sum found in (a),

$$d\,\mathrm{Tr}\,\Omega=\mathrm{Tr}\left[dD\,(XX^T+YY^T)\right].$$

At fixed $K$, $d\,\mathrm{Tr}\,A=\mathrm{Tr}\,dD$. Completeness (1) gives $XX^T+YY^T-1=2YY^T$. The factor $\frac12$ in (3) cancels this 2:

$$dE_c=\mathrm{Tr}\left(dD\,YY^T\right),\qquad \frac{\partial E_c}{\partial D_p}=\sum_nY_{pn}^2 .$$

Raising one virtual energy $\varepsilon_a$ raises $D_{ia}$ by the same amount for every $i$. Raising all of them by $s$ raises every $D_p$ by $s$. Therefore

$$\boxed{\;\frac{\partial E_c}{\partial\varepsilon_a}=\sum_{i,n}Y_{ia,n}^2\ge0,\qquad \frac{dE_c}{ds}=\sum_{p,n}Y_{pn}^2\equiv\|Y\|^2\ge0\;} \tag{4}$$

The amplitudes are those of the shifted problem at the value of $s$ considered. The result holds for negative $s$ too, as long as every $D_p+s$ remains positive.

## (d) Show that the magnitude decreases

**Equation (4) says that $E_c$ rises. Determine the sign of $E_c$, decide when the inequalities are strict, and find how the slope changes with $s$.**

Assign a boson operator $b_p$ to each pair, with $[b_p,b_q^\dagger]=\delta_{pq}$, and consider

$$H=\sum_{pq}A_{pq}b_p^\dagger b_q+\tfrac12\sum_{pq}K_{pq}\left(b_pb_q+b_p^\dagger b_q^\dagger\right).$$

Put $b_p=(x_p+i\pi_p)/\sqrt2$ with $[x_p,\pi_q]=i\delta_{pq}$. Because $A$ is symmetric, the mixed terms of the first sum combine into commutators:

$$\sum_{pq}A_{pq}b_p^\dagger b_q=\tfrac12\left(x^TAx+\pi^TA\pi\right)+\tfrac i2\sum_{pq}A_{pq}[x_p,\pi_q].$$

The last term is $-\frac12\mathrm{Tr}\,A$. In the second sum the mixed terms cancel, leaving $\frac12(x^TKx-\pi^TK\pi)$. Thus

$$H=\tfrac12\left[\pi^TD\pi+x^T(D+2K)x\right]-\tfrac12\mathrm{Tr}\,A .$$

The substitution $x=D^{1/2}x'$, $\pi=D^{-1/2}\pi'$ preserves the commutators and turns the bracket into $\pi'^T\pi'+x'^TMx'$. These are harmonic oscillators with frequencies $\Omega_n$. Their zero-point energy is $\frac12\mathrm{Tr}\,\Omega$, so the ground-state energy of $H$ is $\frac12\mathrm{Tr}(\Omega-A)=E_c$.

*Sign.* The boson vacuum has $\langle0|H|0\rangle=0$. By the variational principle $E_c\le0$. If $K\ne0$, then $H|0\rangle=\frac12\sum K_{pq}b_p^\dagger b_q^\dagger|0\rangle\neq0$ is a two-boson state. The vacuum is then not an eigenstate, and $E_c<0$.

*Strictness of the slope.* If $Y=0$, the second RPA equation reduces to $KX=0$. By (1), $XX^T=1$, so $X$ is invertible and $K=0$. For $K\neq0$ the slope $dE_c/ds$ is therefore strictly positive. The derivative with respect to a single $\varepsilon_a$ can still vanish: if the rows of $K$ belonging to all pairs $(i,a)$ are zero, those pairs decouple and their $Y$ amplitudes are zero.

Since $|E_c|=-E_c$,

$$\frac{d|E_c|}{ds}=-\|Y\|^2<0\qquad(K\neq0),$$

which proves that the magnitude decreases.

*Curvature.* The shift enters as $H(s)=H(0)+s\sum_pb_p^\dagger b_p$. First-order perturbation theory for the nondegenerate ground state gives $dE_c/ds=\langle\sum_pb_p^\dagger b_p\rangle$. So $\|Y\|^2$ is the mean number of bosons in the ground state of this model, and $s$ is an added energy cost for each of them.

Because $H$ is linear in $s$, its expectation value in any fixed state is a straight line in $s$. $E_c(s)$ is the lowest of these lines at each $s$, and is therefore concave. Its slope $\|Y(s)\|^2$ cannot increase with $s$, so for $s>0$

$$s\,\|Y(s)\|^2\le E_c(s)-E_c(0)\le s\,\|Y(0)\|^2. \tag{5}$$

## (e) Examine large shifts and weak coupling

**Find the limit of $E_c(s)$ at large $s$ and the leading form of both quantities for small $K$.**

For large $s$,

$$M(s)=s^2\left[1+\frac{2(D+K)}{s}+O(s^{-2})\right],\qquad M^{1/2}=s+D+K+O(s^{-1}).$$

The first three terms are the shifted $A$, so (3) gives $E_c(s)=O(1/s)\to0$. Integrating (4) from $0$ to $\infty$ then yields

$$E_c(0)=-\int_0^\infty\|Y(s)\|^2\,ds. \tag{6}$$

For weak coupling take $X\approx1$ and $\Omega\approx D$. The second RPA equation becomes $K_{pq}+D_pY_{pq}=-Y_{pq}D_q$, so

$$Y_{pq}\approx-\frac{K_{pq}}{D_p+D_q},\qquad \|Y\|^2\approx\sum_{pq}\frac{K_{pq}^2}{(D_p+D_q)^2}.$$

If some $D_p$ coincide, $X$ may instead start from a rotation among those pairs. This rotates columns of $Y$ and leaves $\|Y\|^2$ unchanged. A shift replaces $D_p+D_q$ by $D_p+D_q+2s$, and (6) gives

$$E_c\approx-\sum_{pq}\int_0^\infty\frac{K_{pq}^2\,ds}{(D_p+D_q+2s)^2}=-\frac12\sum_{pq}\frac{K_{pq}^2}{D_p+D_q}.$$

At this order the mechanism is plain: the shift enlarges the denominators while the numerators stay fixed.

The formula also shows why $K$ must be held fixed. For a single pair, $E_c\approx-K^2/(4D)$. If $D$ doubles while $K$ also doubles, $|E_c|$ doubles. Replacing one density functional by another generally changes the orbitals, and hence $K$, along with the orbital energies. A larger gap obtained in that way does not by itself guarantee a smaller $|E_c|$.

## (f) Apply the result to a water molecule

**Use PBE orbitals in the cc-pVDZ basis, with O–H distances of 1.81 bohr, an angle of 104.5°, and all electrons correlated. Evaluate $E_c$, its slope, and the effect of finite shifts.**

There are 5 occupied and 19 virtual orbitals, hence $5\times19=95$ pairs. The smallest $D_p$ is 0.259 hartree. Equation (3) gives

$$E_c=275.8377-276.1461=-0.3084\ \text{hartree}\quad(-8.392\ \text{eV}).$$

This is the direct RPA value in a small basis, far from the basis-set limit: cc-pVTZ gives $-0.425$ and cc-pVQZ about $-0.49$ hartree. The smallest $D_p$ also depends on the basis and falls to about 0.23 hartree in aug-cc-pVDZ. Direct RPA is itself an approximation: among other terms it leaves out the exchange counterparts of the direct terms. The omitted terms need not be negative, so $|E_c|$ can exceed the exact correlation energy of the same basis in magnitude.

The amplitudes give $\|Y\|^2=0.16243$ at $s=0$. A finite difference of energies, computed from the eigenvalues of the full RPA matrix, gives the same slope to these digits. The slope is dimensionless, being an energy per energy. Like $E_c$, it depends on the basis: it is 0.194 in cc-pVTZ and about 0.206 in cc-pVQZ, and the relative rise for $s=0.1$ hartree found below (4.9%) becomes 4.3% and 3.9%. All remaining numbers for water refer to cc-pVDZ unless another basis is named.

| $s$ (hartree) | $E_c$ (hartree) | $\lVert Y\rVert^2$ |
|---|---|---|
| 0.0 | −0.3084 | 0.1624 |
| 0.1 | −0.2932 | 0.1424 |
| 0.5 | −0.2470 | 0.0946 |
| 1.0 | −0.2080 | 0.0645 |
| 2.0 | −0.1596 | 0.0365 |

For $s=0.1$ hartree the energy rises by $0.3084-0.2932=0.0152$ hartree, which is 4.9% of the initial magnitude. The bounds in (5) are $0.1\times0.1424=0.0142$ and $0.1\times0.1624=0.0162$ hartree, and the rise lies between them. Numerical integration of $\|Y(s)\|^2$ over all upward shifts returns 0.3084 hartree, as (6) requires.

The slope can be divided among the virtual orbitals. The lowest contributes 0.0192, or 12% of the total, while the second contributes 0.0216, or 13%, the largest share. Orbital energy alone thus does not fix the order of the contributions. The shares themselves belong to this basis: in cc-pVTZ the first two are 8.5% and 9.4%, in aug-cc-pVDZ they are 5.2% and 3.0%, and in both the sixth virtual orbital contributes most. Already in the weak-coupling form of (e), the contribution of orbital $a$ is $\sum_{i,q}K_{ia,q}^2/(D_{ia}+D_q)^2$, which depends on the couplings as well as on $\varepsilon_a$.

The weak-coupling sums give $-0.460$ hartree for the energy and 0.380 for the slope, against $-0.308$ hartree and 0.162 from the full RPA solution. Second order explains the direction of the change but is a poor estimate of its size here. The proof in (a)–(d) does not assume weak coupling.

The boson argument was checked on a two-mode model with $D_1=1.0$, $D_2=1.4$, $K_{11}=0.3$, $K_{22}=0.2$ and $K_{12}=0.1$ hartree, by diagonalizing $H$ in number states. Its ground-state energy, $-0.026274$ hartree, and mean boson number, 0.018932, agree with (3) and with $\|Y\|^2$ to all digits shown. The numerical check printed below contains the remaining details.

## Numbers as computed

```
Water, PBE orbitals, cc-pVDZ, all electrons correlated
O-H distance: 1.81 bohr; H-O-H angle: 104.5 degrees
occupied, virtual orbitals, pairs: 5, 19, 95
smallest orbital-energy difference: 0.25900 hartree
lowest RPA excitation energy (singlet): 0.28119 hartree
half sum of RPA energies: 275.837745 hartree
half trace of A: 276.146142 hartree
Ec, half-trace formula: -0.308398 hartree = -8.3919 eV
Ec, coupling-strength integral: -0.308398 hartree
sum of squared Y at s=0: 0.1624272 (dimensionless)
finite-difference dEc/ds at s=0: 0.1624271 (dimensionless)
integral of Y norm over s from 0 to infinity: 0.308398 hartree
lowest virtual: Y share 0.0191765, finite difference 0.0191765
largest share, virtual number 2: Y share 0.0215897, finite difference 0.0215897
shift s (hartree) | Ec (hartree) | sum of squared Y
0.0 | -0.308398 | 0.162427
0.1 | -0.293204 | 0.142376
0.2 | -0.279777 | 0.126760
0.5 | -0.246998 | 0.094562
1.0 | -0.208040 | 0.064464
2.0 | -0.159634 | 0.036536
energy rise for s=0.1 hartree: 0.015194 hartree
lower and upper bracket: 0.014238, 0.016243 hartree
second-order energy: -0.460023 hartree
second-order slope: 0.379961 (dimensionless)
Two-mode boson model (energies in hartree)
D: 1.0, 1.4; K11, K22, K12: 0.3, 0.2, 0.1
number states kept per mode: 16
ground energy, number states: -0.02627408 hartree
ground energy, RPA formula: -0.02627408 hartree
mean boson number, number states: 0.01893230
sum of squared Y, model: 0.01893230
```
